# The local field in cubic and tetragonal lattices of point dipoles, part 1

(Sections cited here and not found follow in the second part.)

A crystal of identical polarizable point particles, one in each cell of volume $v$, acquires a uniform polarization $\mathbf P=\mathbf p/v$ in its interior when the static macroscopic field is uniform there, as for a sphere or a wide slab in a uniform applied field. The field that acts on one particle is

$$\mathbf E_{\rm loc}=\mathbf E_{\rm mac}+4\pi L\,\mathbf P,\qquad L=\tfrac13\,\mathbb 1+\frac{v}{4\pi}S,\qquad \operatorname{tr}L=1,$$

where $\mathbf E_{\rm mac}$ is the macroscopic field and $S$ is the sum of the dipole tensor over all other sites, taken over growing spheres centred on the particle. With polarizability $\alpha$ and $x=4\pi\alpha/v$, the principal dielectric constants are

$$\varepsilon_a=1+\frac{x}{1-xL_a}.$$

At a site of cubic symmetry $S=0$, which gives the Lorentz field $\mathbf E_{\rm mac}+\tfrac{4\pi}{3}\mathbf P$ and the Clausius-Mossotti relation $(\varepsilon-1)/(\varepsilon+2)=x/3$. For a simple tetragonal lattice with edges $a,a,c$ and $\gamma=c/a$,

$$L_z=1-\gamma\left[\tfrac23+F(1)\right]+\gamma F(\gamma),\qquad L_x=L_y=\frac{1-L_z}{2},$$

$$F(\gamma)=2\pi{\sum_{h,k}}'\frac{s}{e^{2\pi\gamma s}-1},\qquad s=\sqrt{h^2+k^2},$$

with $h,k$ running over all integer pairs except $(0,0)$. The sum that vanishes is the spherical one: the full dipole sum depends on the shape of the sample, and it is the symmetry of the site, not only that of the crystal, that makes $S$ zero.

## The model

Hartree atomic units are used in Gaussian form, so $\mathbf D=\mathbf E+4\pi\mathbf P$ and $\alpha$ is a volume in bohr$^3$. (In SI units $x$ becomes $\alpha_{\rm SI}/\epsilon_0v$.) The particles sit at fixed positions $\mathbf R$ on a Bravais lattice. Each responds as an isotropic, linear point dipole, $\mathbf p=\alpha\mathbf E_{\rm loc}$, where $\mathbf E_{\rm loc}$ is the field of all sources except the particle itself. The charge clouds do not overlap and no charge moves between sites.

A unit charge at the origin has potential $1/r$. A dipole is a charge $q$ at $\mathbf d/2$ and $-q$ at $-\mathbf d/2$ with $q\mathbf d=\mathbf p$, and to first order in $\mathbf d$ its potential is $\phi=-\mathbf p\cdot\nabla(1/r)$. The field $-\nabla\phi$ is $E_a=T_{ab}\,p_b$ (repeated Cartesian indices summed), with

$$T_{ab}(\mathbf r)=\partial_a\partial_b\frac1r=\partial_a\left(-\frac{r_b}{r^3}\right)=\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.$$

Three properties are used. $T$ is even in $\mathbf r$, so the field at the origin from a dipole at $\mathbf R$ is $T(\mathbf R)\mathbf p$. It is traceless, since $3r^2-3r^2=0$. Its average over directions is zero, because $\oint\hat r_a\hat r_b\,d\Omega=\tfrac{4\pi}{3}\delta_{ab}$: the off-diagonal integrals are odd under reversal of one axis, and the three diagonal ones are equal and add up to $\oint d\Omega=4\pi$.

With all dipoles equal, the field at the site chosen as origin is

$$\mathbf E_{\rm loc}=\mathbf E_{\rm ext}+{\sum_{\mathbf R}}'\,T(\mathbf R)\,\mathbf p,$$

where $\mathbf E_{\rm ext}$ is made by charges outside the sample and the prime omits $\mathbf R=0$. A shell of radius $R$ and thickness $dR$ holds about $4\pi R^2dR/v$ sites, each contributing a term of size $R^{-3}$, so the sum of magnitudes grows like $\int dR/R$ and diverges. The sum is finite only through cancellation between directions, and its value depends on the shape of the region summed over.

## First derivation: a sphere around the site, and symmetry

### Replacing the distant sum by an integral

Attach to each lattice point the primitive parallelepiped centred on it. Expand $T(\mathbf R+\mathbf u)$ in the displacement $\mathbf u$ within the cell and average over the cell. The term linear in $\mathbf u$ averages to zero because the cell is symmetric under $\mathbf u\to-\mathbf u$. The remainder contains second derivatives of $T$, which fall as $R^{-5}$. Hence

$$T(\mathbf R)=\frac1v\int_{\rm cell}T(\mathbf R+\mathbf u)\,d^3u+O(a^2/R^5),$$

with $a$ the size of a cell. Summed over all sites beyond a radius $\rho$, the remainders are bounded by a multiple of $\int_\rho^\infty(R^2dR/v)\,a^2R^{-5}$, which is of order $(a/\rho)^2/v$.

Let $\Omega$ be the sample, let the site lie at a distance $d$ or more from its surface, and let $B_\rho$ be the ball of radius $\rho\le d$ about the site. The cells of the sites in $\Omega$ outside $B_\rho$ fill that region except for a layer about one cell thick at each boundary. The mismatch is bounded by a multiple of $(a/v)\int dA/r^3$ over the boundaries, which is of order $(a/\rho)/v$ for the sphere and $(a/d)/v$ for a smooth outer surface. Therefore

$${\sum_{\mathbf R\in\Omega}}'T=S(\rho)+\frac1v\int_{\Omega\setminus B_\rho}T\,d^3r+\frac1v\,O(a/\rho),\qquad S(\rho)={\sum_{R\le\rho}}'T(\mathbf R).$$

Taking for $\Omega$ a larger concentric ball of radius $\rho'$ shows that the spherical sum converges. The integral over the spherical shell is zero because $T$ has zero angular average, so $S(\rho')-S(\rho)=O(a/\rho)/v$ for every $\rho'>\rho$, and the limit $S=\lim_{\rho\to\infty}S(\rho)$ exists.

### The integral as two surface charges

For uniform $\mathbf P=\mathbf p/v$ the divergence theorem gives, with $\mathbf n$ the normal pointing out of the region of integration,

$$\int\partial_b\left(\partial_a\frac1r\right)P_b\,d^3r=\oint(\mathbf P\cdot\mathbf n)\left(-\frac{r_a}{r^3}\right)dA.$$

A charge $\sigma\,dA$ at $\mathbf r$ makes the field $\sigma\,dA\,(0-\mathbf r)/r^3$ at the origin, so the right side is the field of a surface charge $\sigma=\mathbf P\cdot\mathbf n$. The region has two surfaces.

The outer surface gives the depolarizing field $\mathbf E_{\rm dep}$. The macroscopic field is curl-free and obeys $\nabla\cdot\mathbf E_{\rm mac}=-4\pi\nabla\cdot\mathbf P$ apart from the external charges. Since $\mathbf P$ is constant inside and drops to zero at the surface, $-\nabla\cdot\mathbf P$ is exactly the surface charge $\mathbf P\cdot\mathbf n$ on the outer surface, and $\mathbf E_{\rm mac}=\mathbf E_{\rm ext}+\mathbf E_{\rm dep}$.

On the inner surface the normal out of the region points towards the site, $\mathbf n=-\hat{\mathbf r}$, and $dA=\rho^2d\Omega$. The two minus signs cancel:

$$\oint(-\mathbf P\cdot\hat{\mathbf r})\left(-\frac{\hat r_a}{\rho^2}\right)\rho^2d\Omega=P_b\oint\hat r_a\hat r_b\,d\Omega=\frac{4\pi}{3}P_a.$$

This cavity field is parallel to $\mathbf P$ and independent of $\rho$. Collecting the pieces and letting $\rho$ and $d$ become large compared with $a$,

$$\mathbf E_{\rm loc}=\mathbf E_{\rm mac}+\frac{4\pi}{3}\mathbf P+S\,\mathbf p=\mathbf E_{\rm mac}+4\pi L\mathbf P,\qquad L=\tfrac13\mathbb 1+\frac{v}{4\pi}S,$$

where $\mathbf p=v\mathbf P$ was used. All dependence on the shape of the sample has gone into $\mathbf E_{\rm mac}$, and $L$ belongs to the lattice. Each term of $S$ is traceless, so $\operatorname{tr}L=3\cdot\tfrac13=1$.

Equal dipoles are consistent only if $\mathbf E_{\rm mac}$ is the same at all interior sites. A spherical sample has this property. Regard it as a ball of charge density $\varrho$ centred at $\mathbf d_0$ and a ball of density $-\varrho$ centred at the origin, with $\varrho\mathbf d_0=\mathbf P$. By Gauss's law the interior fields are $\tfrac{4\pi}{3}\varrho(\mathbf r-\mathbf d_0)$ and $-\tfrac{4\pi}{3}\varrho\mathbf r$, and their sum is the uniform field $\mathbf E_{\rm dep}=-\tfrac{4\pi}{3}\mathbf P$. In a spherical sample the depolarizing and cavity fields cancel and $\mathbf E_{\rm loc}=\mathbf E_{\rm ext}+S\mathbf p$. A wide slab also qualifies: the faces carry charges $\pm P_z$, which make the uniform field $-4\pi P_z$ of a parallel-plate pair, and a polarization parallel to the faces leaves them uncharged. Sites within a few cells of the surface do not have a full sphere of neighbours and carry different dipoles. If those dipoles stay of the same order as the bulk ones, their effect on an interior site is bounded in the same way as the boundary mismatch, by a term of relative order $a/d$.

The shape dependence can be displayed with a spheroid of semi-axes $1,1,m$, polarized along $z$. Write $E_{{\rm dep},z}=-4\pi N_zP$ at its centre. A surface point has $z=mt$ and squared distance from the axis $1-t^2$, with $-1\le t\le1$. The factor $n_z\,dA$ is the area projected on the $xy$ plane with the sign of $t$, which is $t\,dt\,d\varphi$. Then $E_{{\rm dep},z}=-2\pi P\int_{-1}^1mt^2\,r^{-3}dt$ with $r^2=1+bt^2$ and $b=m^2-1$, so

$$N_z=m\int_0^1\frac{t^2\,dt}{(1+bt^2)^{3/2}}.$$

For $m=1$ this is $1/3$. For $m>1$ the antiderivative is $b^{-3/2}[\operatorname{arsinh}(\sqrt b\,t)-\sqrt b\,t/\sqrt{1+bt^2}]$, as differentiation confirms, and $N_z=m\,b^{-3/2}[\operatorname{arsinh}\sqrt b-\sqrt b/m]$, which is $0.173564$ at $m=2$. The lattice sum over a large spheroid about its centre must then be $v\sum'T_{zz}=4\pi(L_z-N_z)$. For a simple cubic lattice and $m=2$, direct summation with the smooth cutoff described further on gives $v\sum'T_{zz}/4\pi=0.159769$, equal to $1/3-0.173564$. The dipole sum of a cubic lattice is not zero over this shape.

### Symmetry of the spherical sum

Let $g$ be a rotation about the site that maps the set of dipole positions onto itself. It preserves distances, so it permutes the points of each shell of fixed $R$. The contribution of a shell is $(3\sum R_aR_b-\delta_{ab}\sum R^2)/R^5$, and the sums $\sum R_aR_b$ over the shell are unchanged when every point is replaced by its image.

At a site of cubic symmetry there are twofold axes along $x$, $y$, $z$ and a threefold axis along $(1,1,1)$. The twofold rotation $(X,Y,Z)\to(-X,-Y,Z)$ gives $\sum XZ=-\sum XZ$ and $\sum YZ=-\sum YZ$, so both vanish. The threefold rotation $(X,Y,Z)\to(Z,X,Y)$ gives $\sum XY=\sum ZX=0$ and $\sum X^2=\sum Z^2=\sum Y^2$. The three equal sums add up to $\sum R^2$, so $3\sum R_aR_b=\delta_{ab}\sum R^2$ and the shell contributes nothing. Thus $S(\rho)=0$ at every radius and $L=\tfrac13\mathbb 1$. Only these rotations were used, so the result holds for the simple, body-centred and face-centred cubic lattices and for sites of tetrahedral symmetry.

At a tetragonal site the fourfold rotation $(X,Y,Z)\to(-Y,X,Z)$ gives $\sum X^2=\sum Y^2$ and $\sum XY=-\sum XY=0$. It also gives $\sum XZ=-\sum YZ$ and $\sum YZ=\sum XZ$, which together make both zero. Nothing relates $\sum Z^2$ to $\sum X^2$. With the vanishing trace,

$$S=\operatorname{diag}\left(-\tfrac12S_{zz},\,-\tfrac12S_{zz},\,S_{zz}\right),\qquad L_x=L_y=\frac{1-L_z}{2}.$$

Symmetry fixes the form and leaves one number to be summed.

The sign of that number for a small distortion is suggested by the six nearest neighbours. The two on the $z$ axis lie head to tail with a $z$ dipole and each gives $T_{zz}=2/c^3$. The four in the plane lie side by side and each gives $-1/a^3$. Their total $4/c^3-4/a^3$ is zero for $c=a$ and negative for $c>a$.

The condition concerns the site. At the point $(0,0,a/2)$ of a simple cubic lattice of dipoles, which has only tetragonal symmetry, the spherical sum is $S_{zz}=30.08/a^3$, against $4\pi/3a^3=4.19/a^3$ for the cavity term. The two dipoles at distance $a/2$ alone give $2\times2/(a/2)^3=32/a^3$. A second kind of particle placed there feels a field far from the Lorentz value although the dipole lattice is cubic. For a crystal with several particles per cell, the argument goes through if the cubic rotations about every site map each sublattice of equal dipoles onto itself, as in the rock-salt structure. All sites then feel the Lorentz field, and $x=4\pi\sum_i\alpha_i/v$. It fails when the rotations interchange sublattices whose dipoles differ in a given field.

### Summing $S$

Sharp spheres converge slowly and not monotonically, since whole shells enter at once. For $\gamma=1.2$ they give $L_z=0.15373$, $0.15495$ and $0.15440$ at radii $5a$, $10a$ and $30a$. A smooth weight $f(R)$ that falls from 1 to 0 does better. Writing $f(R)=\int_R^\infty[-f'(\rho)]\,d\rho$ and exchanging sum and integral gives $\sum'T f=\int[-f'(\rho)]S(\rho)\,d\rho$, an average of sharp sums over the radius, which has the same limit and washes out the oscillation. The values quoted as spherical sums in this text use $f=\tfrac12\operatorname{erfc}[(R-15a)/2.5a]$ and all points out to $30a$. For the spheroid, $R$ is replaced by $\sqrt{X^2+Y^2+Z^2/m^2}$, which averages over similar spheroids, all with the same $N_z$. For $\gamma=1.2$ the result is $L_z=0.154412$.

### The dielectric constant

Along a principal axis $a$ of $L$, the response $p_a=\alpha E_{{\rm loc},a}$ divided by $v$ reads

$$P_a=\frac{\alpha}{v}\left(E_{{\rm mac},a}+4\pi L_aP_a\right).$$

Multiplying by $4\pi$ and collecting $P_a$ gives $4\pi P_a(1-xL_a)=xE_{{\rm mac},a}$. The definition $D_a=E_{{\rm mac},a}+4\pi P_a=\varepsilon_aE_{{\rm mac},a}$ then yields

$$\varepsilon_a-1=\frac{x}{1-xL_a}.$$

To solve for $x$, multiply out: $(\varepsilon_a-1)=x[1+L_a(\varepsilon_a-1)]$, so

$$\frac{\varepsilon_a-1}{1+L_a(\varepsilon_a-1)}=\frac{4\pi\alpha}{v}.$$

For $L_a=1/3$ the denominator is $(\varepsilon+2)/3$, and $(\varepsilon-1)/(\varepsilon+2)=4\pi\alpha/3v$. The local field itself follows from $4\pi P_a=(\varepsilon_a-1)E_{{\rm mac},a}$:

$$\frac{E_{{\rm loc},a}}{E_{{\rm mac},a}}=1+L_a(\varepsilon_a-1)=\frac1{1-xL_a},$$

which is $(\varepsilon+2)/3$ in the cubic case. For a dilute lattice $\varepsilon_a=1+x+L_ax^2+\dots$, so the structure first enters at second order in $x$.

## Second derivation: a slab summed plane by plane

Take the simple tetragonal lattice as a stack of infinite square planes at heights $z=mc$, $|m|\le M$, and look at a site in the plane $m=0$. Within one plane the number of sites grows as $\rho\,d\rho$ and the terms fall as $\rho^{-3}$, so each plane sum converges absolutely. No cavity is cut and no continuum replaces the lattice.

### The site's own plane

For $Z=0$, $T_{zz}=-1/\rho^3$, and with $\rho=as$,

$$t_{zz}(0)=-\frac{C}{a^3},\qquad C={\sum_{h,k}}'s^{-3}.$$

For $T_{xx}=(3X^2-\rho^2)/\rho^5$, exchanging $h$ and $k$ allows $X^2$ to be replaced by $\rho^2/2$, so $t_{xx}(0)=(\tfrac32-1)C/a^3=C/2a^3$. The off-diagonal sums vanish under $h\to-h$ or because $Z=0$.

### The other planes

For a function $u(\boldsymbol\rho)$ of the in-plane position, the sum $U(\boldsymbol\rho)=\sum_{\boldsymbol\rho_j}u(\boldsymbol\rho+\boldsymbol\rho_j)$ over the square lattice is periodic. Its Fourier coefficients are $a^{-2}\int_{\rm cell}U e^{-i\mathbf G\cdot\boldsymbol\rho}d^2\rho$ with $\mathbf G=(2\pi/a)(h,k)$, and the shifted cells tile the plane, so each coefficient equals $\tilde u(\mathbf G)/a^2$ with $\tilde u(\mathbf q)=\int u\,e^{-i\mathbf q\cdot\boldsymbol\rho}d^2\rho$. At $\boldsymbol\rho=0$ this is the Poisson summation formula $\sum_ju(\boldsymbol\rho_j)=a^{-2}\sum_{\mathbf G}\tilde u(\mathbf G)$.

The in-plane transform $\tilde\phi(q,z)$ of $1/r$ follows from $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, which becomes $(\partial_z^2-q^2)\tilde\phi=-4\pi\delta(z)$. The decaying solution is $Ae^{-q|z|}$, whose slope jumps by $-2qA$ at $z=0$. Setting this equal to $-4\pi$ gives

$$\tilde\phi(q,z)=\frac{2\pi}{q}e^{-q|z|}.$$

For $z\ne0$ the transforms of the tensor are $\tilde T_{zz}=\partial_z^2\tilde\phi=2\pi q\,e^{-q|z|}$ and $\tilde T_{xx}=-q_x^2\tilde\phi$. Both vanish as $q\to0$. For $T_{zz}$ this can be seen directly, since $\rho(2z^2-\rho^2)/r^5$ is the $\rho$ derivative of $\rho^2/r^3$, which is zero at both ends: a uniform sheet of dipoles makes no field outside itself. The plane sums are

$$t_{zz}(z)=\frac{2\pi}{a^2}\sum_{\mathbf G\neq0}G\,e^{-G|z|},\qquad t_{xx}(z)=-\frac{2\pi}{a^2}\sum_{\mathbf G\ne0}\frac{G_x^2}{G}e^{-G|z|}=-\tfrac12t_{zz}(z),$$

the last step again by exchanging $h$ and $k$. The off-diagonal sums are odd in $G_x$ or $G_y$ and vanish. The field of a plane decays like $e^{-2\pi|z|/a}$, so the sum over planes converges exponentially and $M\to\infty$ can be taken. The geometric series is

$$\sum_{m\neq0}e^{-G|m|c}=\frac{2e^{-Gc}}{1-e^{-Gc}}=\frac{2}{e^{Gc}-1}.$$

With $G=2\pi s/a$ and $Gc=2\pi\gamma s$, all other planes together give

$$\frac{4\pi}{a^2}\sum_{\mathbf G\ne0}\frac{G}{e^{Gc}-1}=\frac{4\pi}{a^3}\,2\pi{\sum_{h,k}}'\frac{s}{e^{2\pi\gamma s}-1}=\frac{4\pi}{a^3}F(\gamma).$$

The slab sums are therefore

$$\Sigma_{zz}=\frac{-C+4\pi F(\gamma)}{a^3},\qquad\Sigma_{xx}=-\tfrac12\Sigma_{zz},\qquad E_{{\rm loc},a}=E_{{\rm ext},a}+\Sigma_{aa}\,p_a.$$

The surface layers are under control here. With layer-dependent dipoles the exact equations are $p_i=\alpha[E_{\rm ext}+\sum_jt(|i-j|c)\,p_j]$. The uniform solution fails to satisfy them only through the missing planes beyond the faces, an error that dies exponentially with depth. The Fourier series $\sum_mt(|m|c)e^{i\vartheta m}$ is analytic in a strip about real $\vartheta$ because its coefficients decay exponentially. Suppose one minus $\alpha$ times this series is positive for every real $\vartheta$, with minimum $\mu>0$; this is the condition that no layer-wise pattern of dipoles in the infinite stack is unstable. The matrix $A_{ij}=\delta_{ij}-\alpha t(|i-j|c)$ of the finite slab is a restriction of that positive quadratic form, so its eigenvalues are at least $\mu$. Multiplying $A_{ij}$ by $e^{\eta(i-j)}$ changes it by a matrix of norm at most $\alpha\sum_m|t(|m|c)|(e^{|\eta m|}-1)$, which is below $\mu/2$ for small $|\eta|$ because the coefficients decay exponentially. The changed matrix has the inverse $(A^{-1})_{ij}e^{\eta(i-j)}$, of norm at most $2/\mu$, and taking either sign of $\eta$ gives $|(A^{-1})_{ij}|\le(2/\mu)e^{-|\eta||i-j|}$. The deviation of $p_i$ from the bulk value is $A^{-1}$ applied to the error from the missing planes, so it too decays exponentially with depth.

The sphere construction has given the local field in terms of the macroscopic field, with the Lorentz value at sites of cubic symmetry, and the plane-by-plane sum has given the local field in a tetragonal slab in terms of the external field. It remains to find the slab's macroscopic field and so $L_z$, to recover the cubic value $1/3$, and to treat the dependence on the axis ratio, a worked example and the limits of the model.

Numbers in the example were calculated in double precision.
